# Why small facets need one nucleus per layer and large facets several

## What goes wrong

A facet without steps can grow only after a new island has nucleated on it. It is tempting to take the nucleation rate per area, multiply by the facet area, and call the result the number of layers grown per second. On a large facet this fails badly. For the 60 µm facet worked out below, a nucleus appears every 4.1 s, yet a layer is added only about every 84 s, because some twenty nuclei share each layer. The reverse error is as large: a nucleation rate deduced from that facet's growth by assuming one nucleus per layer comes out twenty times too small.

The size that separates the two regimes is

$$L^*=c\left(\frac{v}{J}\right)^{1/3},$$

where $J$ is the nucleation rate per unit area and time, and $v$ is the speed of an island edge. The cube root acts on the whole ratio. Since $v/J$ has the dimension length/time divided by 1/(length²·time), it is a volume, and its cube root is a length.

## Why there is a crossover

Consider a convex facet of area $L^2$, free of dislocations. Nucleation events occur independently at the constant rate $J$ everywhere on its surface. Each starts a circular island one layer high, whose edge advances at constant speed $v$, stops at the rim and merges with other islands on contact. An island on top of another belongs to the next layer.

The mean wait for a nucleus is $1/(JL^2)$, which falls with size. The time to sweep the facet is about $L/v$, which rises. Their ratio is

$$\Lambda=\frac{L/v}{1/(JL^2)}=\frac{JL^3}{v}.$$

If $\Lambda\ll1$, the first island covers the facet long before a second nucleus is due. If $\Lambda\gg1$, many nuclei appear during the sweep. The crossover lies at $\Lambda$ of order one, which is the cube-root law. What remains is the constant.

### The probability of a single nucleus

Let a layer begin on a complete facet, with its first nucleus at $\mathbf x_0$ at time zero. Because the facet is convex, the island reaches a point $\mathbf x$ along a straight line, at time $|\mathbf x-\mathbf x_0|/v$. The layer has one nucleus if no event occurs at any point before the island arrives there. The expected number of such events is

$$m(\mathbf x_0)=J\int dA\int_0^{|\mathbf x-\mathbf x_0|/v}dt=\frac Jv\int|\mathbf x-\mathbf x_0|\,dA .$$

For independent events the probability of none is $e^{-m}$. The first nucleus is equally likely anywhere, so we average over $\mathbf x_0$:

$$P_1=\frac1{L^2}\int dA_0\,\exp\left[-\frac Jv\int|\mathbf x-\mathbf x_0|\,dA\right].$$

Now put $\mathbf x=L\boldsymbol\xi$. The inner integral gains $L^2$ from the area and $L$ from the distance, so

$$P_1(\Lambda)=\int d^2\xi_0\,e^{-\Lambda u(\boldsymbol\xi_0)},\qquad u(\boldsymbol\xi_0)=\int|\boldsymbol\xi-\boldsymbol\xi_0|\,d^2\xi ,$$

with both integrals over the facet scaled to unit area. Within this model the result holds for any $\Lambda$.

Define $L^*$ by $P_1=1/2$. For a square, numerical integration gives $\Lambda=1.342$, hence $c=1.342^{1/3}=1.103$. A simple bound shows where this comes from. The exponential is convex, so $P_1\ge e^{-\Lambda d}$, where $d=0.521$ is the average of $u$, that is, the mean distance between two random points of the unit square. The half-way point therefore cannot lie below $\ln2/d=1.33$, and it lies just above.

Direct simulation of random nucleation at $L=c(v/J)^{1/3}$, for three unrelated pairs of $J$ and $v$, gave $P_1=0.499$, $0.500$ and $0.501$.

The crossover is gradual. $P_1$ falls from 0.9 to 0.1 between $L=0.59(v/J)^{1/3}$ and $L=1.66(v/J)^{1/3}$, a factor of 2.8 in size.

## How fast the facet grows

In continuing growth a layer may start before the one below is complete. Let $R$ be the number of layers grown per unit time. During a long time $t$ there are $JL^2t$ nucleation events and $Rt$ layers, so the mean number of nuclei per layer is

$$N=\frac{JL^2}{R}.$$

**Small facets.** Take two successive events a distance $s$ apart. The time between them is exponentially distributed with rate $JL^2$. They belong to the same layer if the second occurs before the first island has reached its site, within a time $s/v$. The probability is $1-e^{-JL^2s/v}\approx JL^2s/v$. Averaging with $\langle s\rangle=Ld$ gives $\Lambda d$. To first order, this fraction of events opens no new layer, so there are $1-\Lambda d$ layers per event and

$$N\approx1+\Lambda d,\qquad R\approx JL^2(1-\Lambda d).$$

At $\Lambda=0.1$ this gives $N\approx1.05$, and simulation of continuing growth gave the same to this accuracy.

**Large facets, one layer on a bare plane.** A point is still bare at time $t$ if no earlier event could have reached it. An event at time $t'$ reaches it from within a radius $v(t-t')$. Events on ground already covered need no separate treatment, because the island that covers their site also covers everything they could reach. The expected number of events that reach the point is

$$J\int_0^t\pi v^2(t-t')^2dt'=\frac{\pi Jv^2t^3}{3},$$

and the bare fraction is the exponential of minus this number. Nuclei of this layer form on bare ground only, so their final density is

$$n=J\int_0^\infty e^{-at^3}dt,\qquad a=\frac{\pi Jv^2}{3}.$$

With $w=at^3$ we have $dt=\tfrac13a^{-1/3}w^{-2/3}dw$. The integral becomes $a^{-1/3}\,\tfrac13\Gamma(\tfrac13)=a^{-1/3}\,\Gamma(\tfrac43)$, and

$$n=\Gamma(\tfrac43)\left(\frac3\pi\right)^{1/3}\left(\frac Jv\right)^{2/3}=0.879\left(\frac Jv\right)^{2/3}.$$

A simulation with periodic boundaries gave 0.884 for the constant. The spacing of nuclei is thus of order $(v/J)^{1/3}$: a large facet behaves like a patchwork of regions of roughly the crossover size.

**Large facets, continuing growth.** If the rate no longer depends on $L$, it can contain only $J$ and $v$. Write $R\propto J^\alpha v^\beta$. Lengths must cancel, so $\beta=2\alpha$; one inverse time must remain, so $\alpha+\beta=1$. Hence $\alpha=1/3$, $\beta=2/3$, and

$$R=b\,(Jv^2)^{1/3},\qquad N=\frac{JL^2}{R}=\frac{\Lambda^{2/3}}{b}.$$

The independence of $L$ is an assumption here, supported by simulation rather than proved. Between $\Lambda=400$ and $4000$, $N$ rises from 39.4 to 177, an exponent of 0.65 against the limiting 2/3. The constant $b$ is 1.38 at the first value and 1.42 at the second, each with a statistical uncertainty of about 0.01. It rises as the rim matters less, and its large-facet limit lies near 1.41 to 1.42.

The two limiting rate laws, $JL^2$ and $1.42(Jv^2)^{1/3}$, cross at $\Lambda^{2/3}=1.42$, or $L=1.19(v/J)^{1/3}$. This second criterion differs from $L^*$ by 8%. At $L^*$ itself, continuing growth has on average 1.6 nuclei per layer, and 53% of the layers have a single one. The latter is not exactly one half because these layers need not begin on a complete facet.

## What sets the two rates

Let $\gamma$ be the step energy per length, $\Omega$ the area per formula unit in the layer, and $\Delta\mu$ the free energy gained per unit on joining the crystal. A circular island of radius $r$ costs

$$\Delta G(r)=2\pi r\gamma-\frac{\pi r^2}{\Omega}\Delta\mu .$$

Setting the derivative $2\pi\gamma-2\pi r\Delta\mu/\Omega$ to zero gives the critical radius $r^*=\gamma\Omega/\Delta\mu$. Inserting it gives the barrier

$$\Delta G^*=\frac{2\pi\gamma^2\Omega}{\Delta\mu}-\frac{\pi\gamma^2\Omega}{\Delta\mu}=\frac{\pi\gamma^2\Omega}{\Delta\mu}.$$

With $J=J_0e^{-\Delta G^*/k_BT}$, the crossover size becomes

$$L^*=c\left(\frac v{J_0}\right)^{1/3}\exp\left(\frac{\Delta G^*}{3k_BT}\right).$$

The cube root softens the dependence on the barrier but leaves it exponential.

For the edge speed, let adatoms arrive at rate $F$ per area, desorb after a mean time $\tau$ and diffuse with coefficient $D$. Let the edge hold their density at its equilibrium value $n_e$, and let it move slowly enough for the density profile to remain stationary. At distance $x$ from a straight, isolated edge,

$$Dn''-\frac n\tau+F=0 .$$

The solution that equals $n_e$ at the edge and $F\tau$ far away is $n=n_e+(F\tau-n_e)(1-e^{-x/\lambda})$, with $\lambda=\sqrt{D\tau}$. The slope at the edge is $(F\tau-n_e)/\lambda$. Assume no extra barrier hinders adatoms from crossing down the step; with supply from one side only, $v$ would be halved and $L^*$ multiplied by 0.79. Adatoms then arrive from both sides, each filling an area $\Omega$, so

$$v=\frac{2\Omega D(F\tau-n_e)}{\lambda}=2\lambda g,\qquad g=\Omega\left(F-\frac{n_e}\tau\right),$$

where $D=\lambda^2/\tau$ was used. Here $g$ is the net supply in layers per time. For dilute adatoms $F\tau/n_e=e^{\Delta\mu/k_BT}$, so $g=k_e(e^{\Delta\mu/k_BT}-1)$ with $k_e=\Omega n_e/\tau$.

## How large: a nitride mesa

The following parameters are rough, chosen for gallium nitride mesas grown by selective-area vapour epitaxy at low supersaturation: $T=1300$ K ($k_BT=0.112$ eV), $\Delta\mu=0.040$ eV per pair, $\gamma=0.80$ eV/nm, $\Omega=0.0881$ nm², $J_0=10^{13}$ µm⁻²s⁻¹, $k_e=0.60$ layers/s and $\lambda=0.20$ µm.

The critical radius is $0.80\times0.0881/0.040=1.76$ nm. The barrier is $\pi\times0.80^2\times0.0881/0.040=4.43$ eV, or $39.5\,k_BT$, which gives $J=6.7\times10^{-5}$ µm⁻²s⁻¹. The supersaturation $e^{\Delta\mu/k_BT}-1$ is 0.429, so $g=0.60\times0.429=0.257$ layers/s and $v=2\times0.20\times0.257=0.103$ µm/s. Then $(v/J)^{1/3}=11.5$ µm and

$$L^*=1.103\times11.5\ \text{µm}\approx13\ \text{µm}\quad(1.3\times10^5\ \text{Å}).$$

Two facets under the same conditions show the contrast:

- **4 µm:** $\Lambda=0.042$. The wait is 931 s and the sweep time $L/v$ is 39 s. A layer begun on a complete facet has one nucleus with probability 0.98.
- **60 µm:** $\Lambda=141$. The wait is 4.1 s and the sweep time 583 s. Each layer has 20.4 nuclei on average, so a layer is added every $20.4\times4.14\approx84$ s. This interval is much shorter than the sweep time, because no island has to cross the whole facet and because several layers grow at once. Completing any one layer takes longer than 84 s.

The larger facet has 225 times the area but grows only about 11 times faster.

## How far to trust the number

The scaling law is much firmer than the absolute size. Raising the step energy by 10%, with all else fixed, multiplies the barrier by 1.21 and $L^*$ by 16. A tenfold larger $J_0$ multiplies $L^*$ by $10^{-1/3}=0.46$. The value of $J_0$ used here is probably on the high side, because it was chosen separately from the adatom supply. The classical estimate multiplies the rate at which adatoms join a critical island by the density of surface sites and by the Zeldovich factor, which allows for islands that shrink again. With the $k_e$ and $\lambda$ above, and no depletion of adatoms around the island, it gives roughly $2.5\times10^{12}$ µm⁻²s⁻¹. That would put the crossover at about 20 µm. If diffusion limits the supply to the island, as the formula for $v$ assumes at a step edge, the estimate drops to about $9\times10^{10}$ µm⁻²s⁻¹ and the crossover rises to about 60 µm, the size of the larger facet above. Using the density of adatoms instead of that of sites would lower $J_0$ further. The 13 µm is therefore an illustration and not a prediction for gallium nitride.

Temperature matters through the driving force. At fixed vapour composition and pressure, $d(\Delta\mu/T)/dT=-q/T^2$, where $q$ is the heat released per pair. With a rough $q=3.5$ eV, warming by 1 K lowers $\Delta\mu$ from 0.040 to 0.0373 eV and multiplies $L^*$ by 2.5, with $\lambda$, $\gamma$ and $J_0$ held fixed. Strictly, a fixed vapour fixes $F$ and lets $k_e$ change, but holding $k_e$ fixed instead gives the same factor to this accuracy.

Three neglected effects change the result much less here, as long as the barrier formula for a circular island is kept. Near a moving edge adatoms are depleted, which raises the local barrier. Using the straight-edge profile above, nucleation is suppressed over an effective width of 0.82 µm, and $L^*$ rises from 12.7 to 13.3 µm. The altered speed of small, curved islands shifts the effective travel length by only about 0.01 µm. Hexagonal islands on a hexagonal facet of equal area, with parallel sides and $v$ measured along the side's normal, raise $L^*$ by 2% through their spreading alone. The barrier is more sensitive to shape: if the critical island is also a hexagon with the same step energy per length, $\pi$ in $\Delta G^*$ is replaced by $2\sqrt3$. The barrier then rises by 10%, which multiplies $L^*$ by a further 3.9.

The model takes the rim as neither source nor sink of adatoms. If it instead absorbed them like a step, the same profile would deaden a band of about 0.82 µm along each side. A 4 µm facet would keep about $(4-1.64)^2/4^2=35\%$ of its active area, and its wait would nearly triple.

Set beside real nitride growth, the example is very slow. Its 60 µm facet gains about 43 layers per hour, roughly 11 nm at about 0.26 nm per layer, whereas ordinary growth runs at micrometres per hour. Another assumption that can fail is the absence of screw dislocations, which supply permanent steps and replace nucleation by spiral growth. At an assumed $10^6$ cm⁻², a rough value for a good substrate, an area $L^{*2}$ contains 1.6 of them on average. If they are placed at random, the chance of finding none is 0.20. The 60 µm facet would contain 36 on average, so the large-facet example needs much better material: even odds of finding none there require about $2\times10^4$ cm⁻². On a facet that does contain one, the crossover law does not apply.

## What to do about it

**Measure the size dependence.** Grow dislocation-free facets of several sizes under identical conditions and plot the layer rate against $L$ on logarithmic axes. In this model the slope tends to 2 for small facets and to 0 for large ones. The approach to the plateau is gradual: in the example the slope is still about 0.16 between 30 and 60 µm. A single size cannot tell which law applies.

**Extract both rates.** On the small side, $J\approx R/L^2$. On the plateau, inverting $R=b(Jv^2)^{1/3}$ gives

$$v=\left(\frac Rb\right)^{3/2}J^{-1/2},\qquad b\approx1.4 .$$

Applied to the 60 µm facet, with $R=1/84$ s⁻¹ and the known $J$, this returns about 0.096 µm/s against the true 0.103 µm/s. The error arises because $b$ has not reached its large-facet value at $\Lambda=141$.

**Stay below the crossover if single nucleation is wanted.** For $P_1\ge0.9$ on a square facet, $L$ must not exceed $0.59(v/J)^{1/3}$, which means $\Lambda\le0.20$. Since $JL^2=\Lambda v/L$, the nucleation rate on the whole facet is then at most $0.20\,v/L$: the mean wait must be at least five times $L/v$. This rule assumes uniform supersaturation, an inert rim and no dislocations, with $v$ taken at the operating conditions. Lowering the driving force enlarges the permitted facet, but it also lengthens the wait for each layer.

The parameters of the example and the main computed values are collected in the numerical output below.

## Calculated quantities

```
mean distance in unit square: 0.5211
Lam at P1 = 1/2: 1.3421
c in L* = c (v/J)^(1/3): 1.1031
simulated P1 at L*, three (J,v) pairs: 0.499 0.500 0.501
continuing growth, Lam=0.1: nuclei/layer 1.0519
  first-order formula: 1.0521
  fraction of one-nucleus layers: 0.949
continuing growth at Lam of L*: nuclei/layer 1.608
  fraction of one-nucleus layers: 0.527
nuclei/layer at Lam=400: 39.4
nuclei/layer at Lam=4000: 177.1
exponent between them: 0.652 (limit 2/3)
layer rate/(J v^2)^(1/3) at Lam=4000: 1.423
plane constant, formula: 0.8794
plane constant, simulated: 0.8841
temperature: 1300 K, kT = 0.1120 eV
driving force: 0.040 eV per pair
step energy: 0.80 eV/nm
lattice constant: 0.319 nm
area per pair: 0.0881 nm^2
nucleation prefactor: 1e+13 /(um^2 s)
equilibrium exchange: 0.60 layers/s
adatom diffusion length: 0.20 um
critical radius: 1.76 nm
barrier: 4.430 eV = 39.5 kT
supersaturation: 0.429
net supply: 0.257 layers/s
nucleation rate J: 6.71e-05 /(um^2 s)
edge speed v: 0.1030 um/s
(v/J)^(1/3): 11.53 um
crossover size L*: 12.72 um
size where P1 = 0.9: 6.77 um
size where P1 = 0.1: 19.12 um
facet 4 um: Lam 0.0417, P1 0.979
  wait 1/(J L^2) 931 s, L/v 38.8 s
  nuclei/layer in continuing growth: 1.02
facet 60 um: Lam 141, P1 1.06e-25
  wait 1/(J L^2) 4.14 s, L/v 583 s
  nuclei/layer in continuing growth: 20.41
depletion: dead width beside edge 0.82 um
  L* with depletion: 13.28 um
young islands: shift of travel length 0.008 um
hexagonal shape: c = 1.126, L* x 1.021
heat of growth (rough): 3.5 eV per pair
1 K warmer: driving force 0.0373 eV
  L* x 2.46
step energy +10%: L* x 15.9
prefactor x10: L* x 0.464
screw dislocations (rough): 1e+06 /cm^2
  mean number on L*^2: 1.62
  chance of none: 0.20
```
